# Walker Velocity of a Field-Driven Domain Wall

## Problem

A long, thin magnetic strip has its easy axis $z$ perpendicular to the film. One domain wall separates a region magnetized along $+z$, on the left, from a region magnetized along $-z$, on the right. The strip runs along $x$. At rest the wall has the profile

$$m_z=-\tanh\frac{x-q}{\Delta},\qquad \Delta=5\ \text{nm},$$

where $q$ is the wall position. The length $\Delta$ is called the width parameter.

In the middle of the wall the magnetization lies in the film plane. It prefers the direction $y$, parallel to the wall plane (a Bloch wall). Turning it towards $x$ costs an energy density $K_\perp$, expressed through the transverse anisotropy field

$$B_K=\frac{2K_\perp}{M_s}=0.1\ \text{T},$$

where $M_s$ is the saturation magnetization.

A constant field $B$ is applied along $+z$. What is the largest velocity at which the wall can move steadily, that is, without changing its internal structure? At what field is it reached if the Gilbert damping is $\alpha=0.02$?

Assume that the wall angle is uniform, that the width stays at 5 nm, and that there is no pinning, no thermal agitation and no current.

## Hints

1. Describe the wall by two variables: its position $q$ and the angle $\phi$ of its central magnetization, measured from the Bloch direction.
2. A field along $z$ makes the magnetization precess about $z$, so its first effect is to change $\phi$. Which torque then moves the wall?
3. In steady motion $\phi$ is constant. This gives two expressions for the velocity, one containing $B$ and one containing $\phi$. One of them is bounded.

## Solution

### The equation of motion in angles

Write the unit magnetization as

$$\mathbf m=(-\sin\theta\sin\phi,\ \sin\theta\cos\phi,\ \cos\theta).$$

The minus sign makes $\phi$ increase when $\mathbf m$ precesses in a field along $+z$. The energy density is

$$w=A\,(\partial_x\theta)^2+K\sin^2\theta+K_\perp\sin^2\theta\sin^2\phi-M_sB\cos\theta,$$

with exchange stiffness $A$ and easy-axis anisotropy $K$. The dynamics follows the Landau–Lifshitz–Gilbert equation with $\gamma>0$:

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

Let $\mathbf e_\theta$ and $\mathbf e_\phi$ be the unit vectors of increasing $\theta$ and $\phi$. Then $\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\phi\,\mathbf e_\phi$, while $\mathbf m\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta$. The two components are

$$\dot\theta=\gamma B_\phi-\alpha\sin\theta\,\dot\phi,\qquad
\sin\theta\,\dot\phi=-\gamma B_\theta+\alpha\dot\theta. \tag{1}$$

The effective field is minus the variation of the energy with respect to $\mathbf m$, divided by $M_s$:

$$B_\phi=-\frac{1}{M_s\sin\theta}\frac{\partial w}{\partial\phi}=-\frac{B_K}{2}\sin\theta\sin2\phi,$$

$$B_\theta=-\frac1{M_s}\Big[-2A\,\partial_x^2\theta+2(K+K_\perp\sin^2\phi)\sin\theta\cos\theta\Big]-B\sin\theta.$$

### Inserting the moving wall

From $\cos\theta=-\tanh[(x-q)/\Delta]$ we have $\sin\theta=\mathrm{sech}[(x-q)/\Delta]$. Differentiating the first relation gives

$$-\sin\theta\,\partial_x\theta=-\frac{\sin^2\theta}{\Delta}
\quad\Rightarrow\quad \partial_x\theta=\frac{\sin\theta}{\Delta},\qquad
\partial_x^2\theta=\frac{\sin\theta\cos\theta}{\Delta^2}.$$

Since $\theta$ depends on $x-q(t)$, its time derivative is $\dot\theta=-\dot q\sin\theta/\Delta$. The bracket in $B_\theta$ becomes

$$2\sin\theta\cos\theta\left(K+K_\perp\sin^2\phi-\frac{A}{\Delta^2}\right). \tag{2}$$

At rest $\phi=0$, and the bracket vanishes for $\Delta=\sqrt{A/K}$, which is the static width. When $\phi\neq0$ and this width is kept, a term proportional to $K_\perp\sin\theta\cos\theta$ remains. It is small if $K_\perp\ll K$. It is also odd about the wall centre, so it drops out when the equation is multiplied by the even function $\sin\theta$ and integrated over $x$. It tries to change the width, not to move the wall; Variation 1 takes it into account.

All other terms in (1) carry one factor $\sin\theta$, which cancels:

$$\frac{\dot q}{\Delta}-\alpha\dot\phi=\frac{\gamma B_K}{2}\sin2\phi, \tag{3}$$

$$\dot\phi+\frac{\alpha\dot q}{\Delta}=\gamma B. \tag{4}$$

Equation (4) says that the field turns the wall angle. Equation (3) says that a turned wall feels a torque from the transverse anisotropy, and that this torque displaces the wall. As the wall moves, its damping torque opposes the turning.

### Steady motion and its limit

With $\dot\phi=0$ and $\dot q=v$, equations (4) and (3) give

$$v=\frac{\gamma\Delta}{\alpha}B,\qquad v=\frac{\gamma\Delta B_K}{2}\sin2\phi. \tag{5}$$

The first expression grows with the field. The second cannot exceed its value at $\sin2\phi=1$, so

$$\boxed{v_W=\frac{\gamma\Delta B_K}{2}},\qquad B_W=\frac{\alpha B_K}{2}. \tag{6}$$

These are the Walker velocity and the Walker field. Damping sets the field at which the limit is reached, but not the velocity itself: a wall with half the damping is twice as mobile and reaches the same limit at half the field.

The steady state must also be stable. Inserting $\dot q/\Delta$ from (3) into (4) gives

$$(1+\alpha^2)\,\dot\phi=\gamma\,(B-B_W\sin2\phi). \tag{7}$$

A small deviation $\delta$ from a steady angle obeys $(1+\alpha^2)\dot\delta=-2\gamma B_W\cos2\phi\;\delta$. It decays if $\cos2\phi>0$. Starting from the Bloch wall, the stable angle therefore rises from $0$ towards $45^\circ$ as the field approaches $B_W$.

### Numbers

The gyromagnetic ratio of the electron is $\gamma=1.76086\times10^{11}$ rad s$^{-1}$ T$^{-1}$. Then

$$v_W=(1.76086\times10^{11})(5\times10^{-9})(0.05)\ \text{m/s}=44.0\ \text{m/s},$$

$$B_W=0.02\times0.05\ \text{T}=1.0\ \text{mT}.$$

The radian is dimensionless and the teslas cancel, which leaves metres per second. At this speed the wall covers 44 nm in one nanosecond. At half the Walker field it moves at 22 m/s, because velocity is proportional to field in the steady regime.

Two conventions decide the factors in this result. The length 5 nm is the argument scale of the hyperbolic tangent, not the wall width $\pi\Delta$ that is also in use. The field $B_K$ contains the factor 2 of its definition; if $K_\perp/M_s$ were called the anisotropy field, the factor $1/2$ in (6) would be absent.

### Above the Walker field

For $B>B_W$ the right side of (7) is positive for every $\phi$, so the angle keeps turning. The anisotropy torque changes sign during each turn, and the wall loses part of its forward motion. The time for $\phi$ to advance by $\pi$ is

$$T=\frac{1+\alpha^2}{\gamma}\int_0^{\pi}\frac{d\phi}{B-B_W\sin2\phi}.$$

The substitution $s=\tan\phi$, with $d\phi=ds/(1+s^2)$ and $\sin2\phi=2s/(1+s^2)$, turns the integral into

$$\int_{-\infty}^{\infty}\frac{ds}{B(1+s^2)-2B_Ws}=\frac{\pi}{\sqrt{B^2-B_W^2}}.$$

The mean turning rate is $\pi/T$. Averaging (4) over one turn then gives the mean velocity of the rigid wall:

$$\bar v=\frac{\gamma\Delta}{\alpha}\left[B-\frac{\sqrt{B^2-B_W^2}}{1+\alpha^2}\right]. \tag{8}$$

At $B=B_W$ this equals $v_W$, and just above it the square root makes $\bar v$ fall steeply. For very large $B$ it rises again, as $\gamma\Delta\alpha B/(1+\alpha^2)$. Formally, then, $v_W$ is the limit of steady motion, not a bound on every mean velocity. With $\alpha=0.02$, however, (8) returns to $v_W$ only near $B\approx B_W/\alpha^2=2.5$ T. That is above the easy-axis anisotropy field $2K/M_s\approx1.2$ T of the material considered below, at which the $-z$ domain itself becomes unstable and the wall model no longer applies.

## Variation 1: the wall may contract

**Question.** Let the width adjust to the wall angle. How does the maximum change if $K=400$ kJ/m³ and $K_\perp=33$ kJ/m³?

**Solution.** In steady motion $\phi$ is constant, and the bracket (2) can be made to vanish by the choice

$$\Delta(\phi)=\frac{\Delta}{\sqrt{1+\kappa\sin^2\phi}},\qquad \kappa=\frac{K_\perp}{K}=0.0825.$$

No term is then neglected, and (5) with $\Delta(\phi)$ solves the one-dimensional equation for any $\kappa$. A turned wall has a higher anisotropy energy, so it becomes narrower, and a narrower wall is slower at the same field.

We maximize the square of $v/v_W$. With $s=\sin^2\phi$,

$$\left(\frac{v}{v_W}\right)^2=\frac{\sin^22\phi}{1+\kappa\sin^2\phi}=\frac{4s(1-s)}{1+\kappa s}.$$

Setting the numerator of the derivative to zero gives

$$(1-2s)(1+\kappa s)-\kappa s(1-s)=1-2s-\kappa s^2=0.$$

Let $r=\sqrt{1+\kappa}$, so that $\kappa=(r-1)(r+1)$. The positive root is $s=(r-1)/\kappa=1/(1+r)$. Then $1-s=r/(1+r)$ and $1+\kappa s=r$, hence

$$v_{\max}=\frac{2v_W}{1+r}=\frac{\gamma\Delta B_K}{1+\sqrt{1+\kappa}}. \tag{9}$$

Here $r=1.0404$, and $v_{\max}=2\times44.02/2.0404=43.1$ m/s, which is 2.0% below the rigid-wall value. For $\kappa\to0$ equation (9) returns to $v_W$. For $\kappa\gg1$ it tends to $\gamma\Delta B_K/\sqrt\kappa=2\gamma\sqrt{AK_\perp}/M_s$, in which $K$ no longer appears. The $-z$ domain ahead of the wall is stable only for $B<2K/M_s$, so at large $\kappa$ the peak can be reached only if the damping is small, roughly $\alpha\kappa^{3/4}<1$.

Since $s<1/2$, the peak lies at an angle below $45^\circ$, and so below the Walker field:

$$\frac{B}{B_W}=\sin2\phi=2\sqrt{s(1-s)}=\frac{2\sqrt r}{1+r}.$$

For the present $\kappa$ this ratio is 0.9998, so the shift is negligible. It becomes visible for strong transverse anisotropy. The full equation of motion was integrated on a grid for $\kappa=3$ and $\alpha=0.3$, without prescribing the wall shape during the motion. At a given $B/B_W$ the predicted speed does not depend on $\alpha$. In units of $2\gamma\Delta K/M_s$, the speed at the predicted peak, $B/B_W=0.943$, was 0.9905, against 1.000 from (9). A rigid wall would give 1.41 at that field. Closer to the Walker field, at $B/B_W=0.99$, the simulated wall was slower, with 0.972. At $B/B_W=1.1$ its angle kept turning and advanced by 10.2 rad during the run.

At the example's own $\kappa$ and 90% of the Walker field, but with $\alpha=1$, simulation and formula differ by 0.9% of the predicted speed. The contraction itself is about 1% there, so the case $\kappa=3$ is the one that confirms it. The simulated speeds are all about 1% low. For $\kappa=3$ this is an error of the grid: with half the grid step, the speed at the predicted peak rises from 0.9905 to 0.998.

## Variation 2: the wall at room temperature

**Question.** The strip is 50 nm wide and 4 nm thick, its transverse anisotropy field is still taken as 0.1 T, and its temperature is 300 K. What is the largest mean velocity of the rigid wall below or near the Walker field?

**Solution.** Integrating $K_\perp\sin^2\theta\sin^2\phi$ over the wall, with $\int\mathrm{sech}^2(x/\Delta)\,dx=2\Delta$, gives the energy

$$E(\phi)=E_0\sin^2\phi,\qquad E_0=2K_\perp\Delta\,(50\ \text{nm})(4\ \text{nm})=0.412\ \text{eV}.$$

This is $\varepsilon=E_0/k_BT=15.9$ thermal energies. The driving field lowers the barrier, however. With $b=B/B_W$ and the time unit $(1+\alpha^2)/(\gamma B_W)$, equation (7) with a random torque added reads

$$\dot\phi=b-\sin2\phi+\text{noise}=-\frac{dU}{d\phi}+\text{noise},\qquad U=\sin^2\phi-b\phi.$$

For $b<1$ the minimum lies at $\phi_1=\tfrac12\arcsin b$ and the next maximum at $\pi/2-\phi_1$. The barrier between them is

$$E_0\left(\sqrt{1-b^2}-b\arccos b\right).$$

At $b=0.8$ the factor in parentheses is 0.085, which leaves a barrier of only $1.4\,k_BT$. The angle then slips over it frequently, and each slip costs forward motion.

The strength of the noise follows from equilibrium. The probability current is $J=(b-\sin2\phi)\,p-D_\phi\,dp/d\phi$. At $b=0$ it must vanish for the Boltzmann density $p\propto e^{-\varepsilon\sin^2\phi}$, which requires $D_\phi=1/\varepsilon$. For $b>0$ the periodic density with constant current is

$$p(\phi)\propto\int_0^\pi e^{\varepsilon[U(\phi+y)-U(\phi)]}\,dy.$$

To verify this, write the integral as $e^{-\varepsilon U(\phi)}\int_\phi^{\phi+\pi}e^{\varepsilon U(y')}dy'$ and differentiate. The result is $dp/d\phi=\varepsilon(b-\sin2\phi)\,p-(1-e^{-\pi\varepsilon b})$, whose last term is constant, as required.

Averaging (3), with the mean of $\dot\phi$ taken from (7), gives

$$\frac{\bar v}{v_W}=\frac{\langle\sin2\phi\rangle+\alpha^2b}{1+\alpha^2}.$$

Evaluated for fields between 0.3 and 1.2 $B_W$, this is largest at $b=0.80$, where $\langle\sin2\phi\rangle=0.674$. A direct simulation of the random motion gives 0.677 there. The mean velocity is

$$\bar v\approx0.674\times44.0\ \text{m/s}=29.7\ \text{m/s},$$

about 33% below $v_W$. At fixed temperature the loss depends on the wall volume, since $E_0$ is proportional to the cross-section of the strip. A larger cross-section brings the result closer to $v_W$ as long as the angle stays uniform.

That condition limits the width. If $\phi$ varies across the strip, the energy per wall area is $2\Delta[K_\perp\sin^2\phi+A(\partial_y\phi)^2]$. Near the barrier top, in a strip of width $L$, the variation $\phi=\pi/2+\delta\cos(\pi y/L)$ lowers the energy if $K_\perp>A(\pi/L)^2$. With $A=10$ pJ/m, a uniform barrier crossing at zero field therefore requires $L<\pi\sqrt{A/K_\perp}=54.7$ nm, which the 50 nm strip satisfies only narrowly. The lowest non-uniform mode is therefore soft and thermally excited. If $q$ and $\phi$ are allowed to vary across the strip in the lowest two to four cosine modes, $\langle\sin2\phi\rangle$ at $b=0.8$ falls to 0.61–0.63 and the mean velocity to about 27 m/s, roughly 10% below the uniform-angle value of 29.7 m/s.

## What the answer means for a real strip

The values $M_s=0.66$ MA/m, $A=10$ pJ/m and $\alpha=0.02$ are rough ones for a Co/Ni multilayer racetrack. The transverse field also depends on the strip width. In a film 4 nm thick, the stray field of the wall alone gives $B_K\approx0.1$ T when the strip is about 200 nm wide. In a 50 nm strip it gives only about 0.04 T, because magnetic charges on the strip edges oppose the Bloch orientation. The value 0.1 T used in Variation 2 therefore requires an additional in-plane anisotropy; without it, both $v_W$ and the angle barrier would be less than half as large. The assumption that fails most severely is the absence of pinning. With a rough depinning field of 10 mT, ten times $B_W$, the wall would stay trapped, apart from thermal creep, throughout the field range in which steady motion exists. Once freed at 10 mT it would already be turning. Equation (8) then gives $\bar v\approx0.054\,v_W$, or about 2 m/s, for a rigid wall at zero temperature and without further pinning. With the damping and transverse field assumed here, steady field-driven motion near 44 m/s requires a depinning field below about 1 mT. Larger damping raises this bound, because $B_W$ is proportional to $\alpha$.

A small residual chiral exchange of strength $D$ also changes the limit. With the energy density $D(m_z\partial_xm_x-m_x\partial_xm_z)=-D\sin\phi\,\partial_x\theta$, the wall gains the energy $-\pi D\sin\phi$ per area, because $\theta$ runs from $0$ to $\pi$. Multiplying the first equation of (1) by $\sin\theta$ and integrating shows that a wall energy $\sigma(\phi)$ per area contributes $(\gamma/2M_s)\,d\sigma/d\phi$ to the velocity. Hence

$$v=\gamma\Delta\left[\frac{B_K}{2}\sin2\phi-\frac{\pi}{2}\frac{D}{M_s\Delta}\cos\phi\right].$$

For $D=0.01$ mJ/m² the field $D/(M_s\Delta)$ is 3.0 mT. The maximum, near $\phi=225^\circ$, is 47.0 m/s, an increase of 6.8%. On the branch that starts near $\phi=0$ the chiral term has the opposite sign at $45^\circ$, and steady motion ends there at about 41 m/s. In a slightly larger field the angle turns further and settles between $180^\circ$ and $225^\circ$, from where the higher maximum can be reached.

A racetrack memory also needs all its walls to move the same way. A uniform field along $+z$ enlarges every $+z$ domain, so neighbouring walls move in opposite directions and the stored pattern is destroyed. The velocity calculated here therefore describes the response of a single wall to a field, not the shifting speed of such a memory. The numerical output below lists the values used.

## Computed results

```
INPUTS
gyromagnetic ratio = 1.76086e+11 rad/(s T)
width parameter = 5.0 nm
transverse anisotropy field = 0.100 T
saturation magnetization (rough) = 0.66 MA/m
exchange stiffness (rough) = 10.0 pJ/m
damping (rough) = 0.020
strip width = 50 nm
strip thickness = 4 nm
temperature = 300 K
RIGID WALL
Walker velocity = 44.02 m/s
Walker field = 1.000 mT
mobility = 44.02 m/s per mT
velocity at half the Walker field = 22.01 m/s
distance in 1 ns at Walker velocity = 44.0 nm
WIDTH CONTRACTION
easy-axis anisotropy K = 400.0 kJ/m^3
transverse anisotropy K_perp = 33.0 kJ/m^3
kappa = K_perp/K = 0.0825
maximum velocity with contraction = 43.15 m/s
change from rigid wall = -1.98 %
wall angle at maximum = 44.43 deg
field at maximum / Walker field = 0.99980
SIMULATED WALL (speed unit Delta*gamma*2K/M_s)
own kappa, b=0.9, alpha=1: simulated 0.03637
own kappa, b=0.9, alpha=1: predicted 0.03670
kappa=3, alpha=0.3, peak at b = 0.9428
kappa=3 at peak: simulated 0.9905
kappa=3 at peak: predicted 1.0000
kappa=3 at b=0.99: simulated 0.9717
kappa=3 at b=0.99: predicted 0.9817
kappa=3 at b=1.1: angle turned = 10.22 rad
NEGLECTED EFFECTS
chiral exchange D (rough) = 0.010 mJ/m^2
chiral field D/(M_s Delta) = 3.03 mT
maximum velocity with D, rigid = 47.01 m/s
change due to D = 6.8 %
angle barrier E0 = 0.412 eV
E0/(k_B T) = 15.93
largest mean velocity at T, rigid = 29.7 m/s
reached at B/B_W = 0.800
change due to heat = -32.6 %
mean sin(2 phi) there: density 0.6738
mean sin(2 phi) there: stochastic 0.6766
strip width limit for uniform angle = 54.7 nm
depinning field (rough) = 10.0 mT
depinning field / Walker field = 10.0
```
